# The Overdamped Josephson Junction: Average Voltage and Shapiro Steps

## Problem

A small Josephson junction carries the supercurrent $I_c\sin\phi$, where $\phi$ is the phase difference between its two superconductors. A resistor $R$ is connected across it. The capacitance is negligible (the junction is *overdamped*), and so is noise. With $e>0$,

$$I=I_c\sin\phi+\frac{V}{R},\qquad V=\frac{\hbar}{2e}\frac{d\phi}{dt}. \tag{1}$$

**(a)** A constant current $I$ is supplied. Find the time-averaged voltage $\bar V$ for every $I$.

**(b)** Instead, the voltage $V(t)=V_0+V_1\cos wt$ is imposed. At which $V_0$ can the supercurrent have a nonzero time average, and what range of dc current is then possible?

**(c)** Evaluate both results for a shunted aluminium tunnel junction with $I_c=1\ \mu$A and $R=10\ \Omega$, driven at $f=w/2\pi=20$ GHz with $V_1=60\ \mu$V. Which neglected effects matter?

## Hints

1. In (a), measure current in units of $I_c$ and choose a time unit that removes all constants. Ask whether the phase can come to rest.
2. If it cannot, the voltage is periodic. You need the time for one turn of the phase, not $\phi(t)$ itself. Try $u=\tan(\phi/2)$.
3. In (b), the voltage is known, so the phase follows by direct integration. Compare the supercurrent in successive drive periods.
4. The Bessel function of integer order is
$$J_n(a)=\frac1{2\pi}\int_{-\pi}^{\pi}\cos(n\theta-a\sin\theta)\,d\theta .$$

## Solution

### (a) Constant current

Eliminate $V$ from (1):

$$\frac{\hbar}{2eR}\frac{d\phi}{dt}=I-I_c\sin\phi .$$

Divide by $I_c$ and define $x=I/I_c$ and $\tau=2eI_cRt/\hbar$. Then

$$\frac{d\phi}{d\tau}=x-\sin\phi. \tag{2}$$

**Phase at rest.** For $|x|<1$ there are rest points with $\sin\phi=x$. A small displacement $\delta$ from one of them obeys $d\delta/d\tau=-\cos\phi\,\delta$, so the point with $\cos\phi>0$ is stable. The phase settles there and $\bar V=0$. The whole current is then supercurrent.

At $x=1$ the phase approaches $\pi/2$ from below. With $\delta=\pi/2-\phi$ small, $1-\sin\phi=1-\cos\delta\simeq\delta^2/2$, so $d\delta/d\tau\simeq-\delta^2/2$ and $\delta\simeq2/\tau$. The approach is slow, but the total phase change is finite, so the long-time average voltage is again zero.

**Running phase.** For $x>1$ the right side of (2) is positive for every $\phi$. One turn takes the dimensionless time

$$\tau_p=\int_{-\pi}^{\pi}\frac{d\phi}{x-\sin\phi}.$$

With $u=\tan(\phi/2)$ we have $d\phi=2\,du/(1+u^2)$ and $\sin\phi=2u/(1+u^2)$. The factors $1+u^2$ cancel:

$$\tau_p=\int_{-\infty}^{\infty}\frac{2\,du}{xu^2-2u+x}.$$

Let $s=\sqrt{x^2-1}$ and complete the square:

$$xu^2-2u+x=\frac{(xu-1)^2+s^2}{x}.$$

Now put $y=(xu-1)/s$, so that $du=s\,dy/x$:

$$\tau_p=\int_{-\infty}^{\infty}\frac{2x}{s^2(y^2+1)}\,\frac{s\,dy}{x}
=\frac2s\int_{-\infty}^{\infty}\frac{dy}{1+y^2}=\frac{2\pi}{s}.$$

In ordinary time the period is $T=\hbar\tau_p/(2eI_cR)$. The phase gains $2\pi$ per period, so the average of the second relation in (1) is

$$\bar V=\frac{\hbar}{2e}\frac{2\pi}{T}=I_cR\,\frac{2\pi}{\tau_p}=I_cR\,s .$$

Equation (2) is unchanged when $x$ and $\phi$ both change sign, which gives the negative branch. Altogether,

$$\boxed{\bar V=0\ \ (|I|\le I_c),\qquad \bar V=\operatorname{sign}(I)\,R\sqrt{I^2-I_c^2}\ \ (|I|>I_c).} \tag{3}$$

This is an average. For $I>I_c$ the instantaneous voltage $R(I-I_c\sin\phi)$ swings between $R(I-I_c)$ and $R(I+I_c)$. The phase moves slowly near $\sin\phi=1$, where the voltage is low, and this pulls the average below the ohmic value $RI$.

Two limits show the shape of the curve. Just above $I_c$, $I^2-I_c^2=(I-I_c)(I+I_c)\simeq2I_c(I-I_c)$, so $\bar V\simeq R\sqrt{2I_c(I-I_c)}$ and the curve leaves the current axis with infinite slope $d\bar V/dI$. For $I\gg I_c$, expanding the root gives $\bar V\simeq RI-RI_c^2/(2I)$, which approaches Ohm's law.

### (b) Imposed voltage

Integrate $d\phi/dt=2eV/\hbar$, with $\phi_0$ the phase at $t=0$:

$$\phi=\phi_0+r\theta+a\sin\theta,\qquad \theta=wt,\quad r=\frac{2eV_0}{\hbar w},\quad a=\frac{2eV_1}{\hbar w}. \tag{4}$$

**When $r$ is not an integer.** Write $\sin\phi$ as the imaginary part of $e^{\mathrm i\phi}$. From one drive period to the next, $\theta$ grows by $2\pi$ and $e^{\mathrm i\phi}$ is multiplied by $q=e^{2\pi\mathrm i r}$. Let $B$ be the average of $e^{\mathrm i\phi}$ over the first period, with $|B|\le1$. The average over $N$ periods is

$$\frac BN\sum_{m=0}^{N-1}q^m=\frac BN\,\frac{q^N-1}{q-1}.$$

Since $|q^N-1|\le2$ and $|q-1|=2|\sin\pi r|$, its magnitude is at most $1/(N|\sin\pi r|)$. It vanishes as $N\to\infty$, and the dc current is just $V_0/R$. This includes $r=1/2$.

**When $r=n$ is an integer.** Each period now repeats the last, and one period suffices:

$$\langle\sin\phi\rangle=\sin\phi_0\,\langle\cos(n\theta+a\sin\theta)\rangle+\cos\phi_0\,\langle\sin(n\theta+a\sin\theta)\rangle .$$

The last average is zero because its integrand is odd in $\theta$. In the other, substitute $\theta=\theta'+\pi$, so that $\sin\theta=-\sin\theta'$. The integrand has period $2\pi$, so the limits may be kept:

$$\langle\cos(n\theta+a\sin\theta)\rangle=\langle\cos(n\theta'+n\pi-a\sin\theta')\rangle=(-1)^nJ_n(a).$$

The dc current is therefore

$$I_{\rm dc}=\frac{V_0}{R}+(-1)^nI_cJ_n(a)\sin\phi_0,\qquad V_0=\frac{n\hbar w}{2e}. \tag{5}$$

The imposed voltage does not fix $\phi_0$. As $\phi_0$ varies, $\sin\phi_0$ covers $[-1,1]$, so the current can take any value in a range of full width

$$\boxed{\Delta I_n=2I_c\left|J_n\!\left(\frac{2eV_1}{\hbar w}\right)\right|\quad\text{at}\quad V_0=\frac{n\hbar w}{2e}.} \tag{6}$$

These are the Shapiro steps: a range of current at one voltage. The condition $2eV_0=n\hbar w$ says that the energy gained by a Cooper pair crossing the junction equals $n$ drive quanta. Negative $n$ gives the same widths at opposite voltages.

Without a drive, $J_0(0)=1$ and the other $J_n(0)$ vanish. What remains is the zero-voltage supercurrent, from $-I_c$ to $I_c$. For a weak drive, expand the integrand of $J_1$:

$$J_1(a)\simeq\langle\cos\theta+a\sin^2\theta\rangle=\frac a2 ,$$

so the first step grows as $\Delta I_1\simeq I_ca$. At larger $a$ the growth does not continue, and a step vanishes at each zero of its Bessel function.

### (c) Numbers

**Constant current.** Here $I_cR=10\ \mu$V. At $I=1.5\ \mu$A,

$$\bar V=10\ \Omega\times\sqrt{1.5^2-1^2}\ \mu\text{A}=11.18\ \mu\text{V},$$

against an ohmic $15\ \mu$V. The voltage swings between 5 and $25\ \mu$V, 5.41 billion times per second. At $1.05\ \mu$A equation (3) gives $3.20\ \mu$V (near-threshold formula: $3.16\ \mu$V), and at $3\ \mu$A it gives $28.28\ \mu$V (large-current formula: $28.33\ \mu$V). Direct integration of (2) reproduces (3) to all printed digits at these currents.

**Imposed voltage.** The step spacing is $hf/2e=41.36\ \mu$V, so $a=60/41.36=1.451$. Equation (6) gives:

| $n$ | $V_0$ (µV) | $V_0/R$ (µA) | $\lvert J_n(a)\rvert$ | $\Delta I_n$ (µA) |
|---|---|---|---|---|
| 0 | 0 | 0 | 0.539 | 1.078 |
| 1 | 41.36 | 4.136 | 0.551 | 1.101 |
| 2 | 82.71 | 8.271 | 0.220 | 0.440 |
| 3 | 124.07 | 12.407 | 0.056 | 0.111 |

The steps are narrower than the 4.14 µA between their centres, so their current ranges do not overlap. The weak-drive formula would give $1.45\ \mu$A for $n=1$: this drive is already beyond it.

As a test of (6), the current was averaged directly in time for $n=-2$ to 3, at $V_1=20$, 60 and $100\ \mu$V and at the first zero of $J_1$. The widths agreed with (6) within $5\times10^{-4}I_c$. Between steps, at $r=0.5$ and 1.37, the mean supercurrent over 100 periods was zero to the printed digits. Both values of $100r$ are integers, so $q^{100}=1$ and the sum in (b) closes; for another number of periods a remainder within the bound is expected.

**The real junction.** The inputs here are rough typical values: an area of about $1\ \mu\text{m}^2$, $C=50$ fF, a shunt inductance of 5 pH, a bath at 0.3 K and a critical temperature of 1.2 K.

- *Capacitance and inductance.* The damping parameter $2eI_cR^2C/\hbar=0.015$ is far below 1, which supports the overdamped model. If the junction voltage is truly imposed, the capacitor current $C\,dV/dt$ has zero average and leaves (6) unchanged. For a current source, $L$ and $C$ together change the magnitude of the shunt impedance at 20 GHz by only 0.4%. Since a weak step grows roughly as $a^n$, the width of the third step changes by about 1%.
- *The superconducting gap.* Weak-coupling theory gives $2\Delta/e\approx365\ \mu$V. The peak voltage on the third step is $184\ \mu$V, still below this. Tunnelling theory makes the supercurrent amplitude depend on voltage. Its low-temperature form, applied at that peak, gives an increase of about 7.5%. This is a cautious scale for the error in a constant $I_c$, not a calculated change in the step widths.
- *Quasiparticles.* The low-temperature tunnel relation $R_n=\pi\Delta/(2eI_c)$ gives $\pi\times365\ \mu\text{V}/(4\times1\ \mu\text{A})\approx290\ \Omega$, so $R/R_n\approx0.035$. Even full normal-state conduction through the junction would lower the total resistance by only about 3%.
- *Heating.* The shunt dissipates $(V_0^2+V_1^2/2)/R$, which is 0.35 nW on the first step and 1.7 nW on the third. For a shunt of $100\ \mu\text{m}^3$ and a rough electron–phonon constant of $2\times10^9\ \text{W}\,\text{m}^{-3}\text{K}^{-5}$, its electrons warm to about 0.33 K and 0.41 K.
- *Noise.* A truly imposed voltage fixes how the phase advances, whatever noise current the shunt carries. With a current source, the shunt's noise makes the voltage fluctuate and $\phi_0$ wander. The averaged supercurrent in (5) derives from an energy of amplitude $E_J|J_n|$ in $\phi_0$, with $E_J=\hbar I_c/2e$. Thermal energy is 2.5% of this amplitude for $n=1$ but 31% for $n=3$. Quantum noise near the drive frequency reaches the slow motion of $\phi_0$ only by mixing in the junction, which is weak here because the drive frequency is well above $2eI_cR/h$. With such a source the third step should therefore be strongly rounded, and its ideal width is not a prediction of a sharp measured one. Even the small ratio matters, because the barrier that holds $\phi_0$ shrinks to zero at the edges of a step. With white thermal noise at these temperatures, the mean voltage stays within 10 nV of the step over about $0.89\ \mu$A for $n=1$ (noiseless: 1.09) and only about $0.03\ \mu$A for $n=3$ (noiseless: 0.11). Noise is then the largest of the omissions estimated here.

The charging energy $E_C=e^2/2C$ is below $10^{-3}E_J$, but this alone does not make the phase classical: the plasma energy $\sqrt{8E_JE_C}$ corresponds to 1.9 K, above the bath temperature. The strong damping does. It lowers the crossover to quantum tunnelling of the phase to about $2eI_cR/(2\pi k_B)\approx0.04$ K, well below 0.3 K.

## Variation 1: an imposed ac current

Let the source supply $I(t)=I_0+I_1\cos wt$. How far does (6) survive?

From (1), $V=RI(t)-RI_c\sin\phi$. The first term is an imposed voltage with $V_1=RI_1$. The second is a disturbance of size at most $I_cR$. A voltage of that amplitude oscillating at $w$ shifts the phase by $2eI_cR/\hbar w=1/\Omega$, where

$$\Omega=\frac{\hbar w}{2eI_cR}=\frac{hf}{2eI_cR}.$$

The Bessel law is thus expected for $\Omega\gg1$. Here $\Omega=20/4.836=4.14$ and $I_1=V_1/R=6\ \mu$A.

On a step, the phase repeats after one drive period apart from $2\pi n$. Searching numerically for the currents where this is possible gives widths of 1.086, 1.086, 0.436 and $0.112\ \mu$A for $n=0$ to 3. The largest departure from (6) is $0.015I_c$, on the first step. With $a$ held fixed and $\Omega$ four times larger, the largest departure falls to $0.0009I_c$. The steps with $n\neq0$ are also displaced: the first is centred at $4.186\ \mu$A instead of $4.136\ \mu$A.

At low frequency the law fails. Suppose $|I_0|+I_1<I_c$. In the dimensionless equation, $d\phi/d\tau$ is then negative at $\phi=\pi/2$ and positive at $\phi=-\pi/2$, at all times. A phase that starts between these values can never leave, so $\bar V=0$. The zero-voltage range therefore has a half-width of at least $I_c-I_1$.

Take $\Omega=0.25$ and $a=2.405$, the first zero of $J_0$, where (6) predicts no zero-voltage range. Since $I_1/I_c=a\Omega=0.601$, the half-width must be at least $0.399I_c$. The simulated value is about $0.59I_c$. At that edge the peak current is about $(0.59+0.60)I_c=1.19I_c$: the current may briefly exceed $I_c$ in each cycle without producing an average voltage.

## Variation 2: a second harmonic in the supercurrent

Let the supercurrent be $I_c\sin\phi+I_2\sin2\phi$, again with an imposed voltage. Which new steps appear?

Doubling (4) gives

$$2\phi=2\phi_0+2r\theta+2a\sin\theta .$$

This has the form already treated, with $r\to2r$ and $a\to2a$. The second harmonic can therefore have a nonzero average when $2r=m$ is an integer. For odd $m$, $r$ is a half-integer and the first harmonic averages to zero. What remains is

$$I_{\rm dc}=\frac{V_0}{R}-I_2J_m(2a)\sin2\phi_0,\qquad V_0=\frac m2\,\frac{\hbar w}{2e},$$

where the minus sign is $(-1)^m$. The full width is $2|I_2J_m(2a)|$. For a weak drive $J_1(2a)\simeq a$, so the step at $r=1/2$ has width $2|I_2|a$.

For even $m=2n$ both harmonics contribute at the same voltage:

$$I_{\rm dc}=\frac{V_0}{R}+(-1)^nI_cJ_n(a)\sin\phi_0+I_2J_{2n}(2a)\sin2\phi_0 .$$

The two sines do not in general peak at the same $\phi_0$, so the width is found by maximizing and minimizing their sum. With an imposed voltage of this form, a half-integer step thus reveals a supercurrent that is not purely sinusoidal. The argument rests on the phase (4), so for another kind of source it has to be made anew.

## Values computed for the example and the checks

```
Ic = 1.00 uA, R = 10.0 ohm, Ic R = 10.00 uV
characteristic frequency 2e Ic R/h = 4.836 GHz
Constant current: I (uA), V formula (uV), V simulated (uV)
    1.05     3.2016     3.2016
    1.25     7.5000     7.5000
    1.50    11.1803    11.1803
    2.00    17.3205    17.3205
    3.00    28.2843    28.2843
   -1.50   -11.1803   -11.1803
I = 1.5 uA: ohmic R I = 15.00 uV, pulse rate = 5.407 GHz
I = 1.5 uA: V(t) from 5.00 to 25.00 uV
I = 0.8 uA: rest phase = 0.9273 rad, |V|/(Ic R) = 3.9e-14
Drive: f = 20.0 GHz, V1 = 60.0 uV, a = 1.4508
step spacing h f/2e = 41.3567 uV, f/f_char = 4.136
Imposed voltage: n, V_n (uV), V_n/R (uA), J_n(a), full width (uA)
  0     0.000   0.0000   0.5391   1.0782
  1    41.357   4.1357   0.5506   1.1011
  2    82.713   8.2713   0.2199   0.4398
  3   124.070  12.4070   0.0557   0.1114
V0 = 0.50 h f/2e: largest |mean supercurrent|/Ic over 100 periods = 0.00000
V0 = 1.37 h f/2e: largest |mean supercurrent|/Ic over 100 periods = 0.00000
Imposed ac current, amplitude V1/R = 6.00 uA
  n, lower edge, upper edge, centre, full width (uA)
  0  -0.5428   0.5428  -0.0000   1.0857
  1   3.6427   4.7290   4.1858   1.0862
  2   8.1206   8.5566   8.3386   0.4359
  3  12.3974  12.5089  12.4532   0.1115
largest width error of Bessel law = 0.0149 Ic; at 4 times the frequency ratio = 0.0009 Ic
slow drive f/f_char = 0.25, a = 2.4048 (J_0 = 0):
  half-width of n=0 step = 0.589 Ic, lower bound = 0.399 Ic
Neglected effects (rough inputs)
C = 50 fF: 2e Ic R^2 C/hbar = 0.0152, w R C = 0.063
shunt L = 5 pH: w L/R = 0.063; |Z|/R with L and C = 1.004
Tc = 1.2 K: gap = 0.18 meV, 2 gap/e = 365 uV
normal tunnel resistance = 1788389861182550048768 ohm, R/R_normal = 0.000
peak voltage on n=3 = 184 uV, supercurrent factor near gap = 1.075
charging energy/Josephson energy = 7.8e-04
bath = 0.30 K, shunt volume = 100 um^3, electron-phonon constant = 2e+09 W/(m^3 K^5)
n, shunt power (nW), electron T (K), kT/(E_J|J_n|), same with quantum
  0   0.180   0.320   0.0249   0.0412
  1   0.351   0.334   0.0255   0.0410
  2   0.864   0.368   0.0702   0.1061
  3   1.719   0.406   0.3059   0.4367
```
